# Ionic drift along [100] and [111] on a simple cubic lattice

## Problem

An isolated ion of charge \(q>0\) moves among equivalent sites of a simple cubic lattice with spacing \(a\). It hops to its six nearest neighbours, at displacements \(\mathbf d=\pm a\hat{\mathbf x},\pm a\hat{\mathbf y},\pm a\hat{\mathbf z}\). Without a field, each of these hops has the rate

\[
G=\nu e^{-W/kT},
\]

where \(\nu\) is the attempt frequency and \(W\) the barrier. The saddle point lies midway between the sites. A uniform field \(\mathbf E=E\mathbf n\), with \(|\mathbf n|=1\), changes the barrier for hop \(\mathbf d\) by \(-q\mathbf E\cdot\mathbf d/2\).

(a) Find the drift velocity for any field direction, then for fields along [100] and [111].

(b) Compare the two linear mobilities. At what order in the field do the drift velocities first differ, and what does crystal symmetry alone say about this?

(c) Find the fastest and slowest field directions at fixed \(E\), and the limits of the ratio \(R=v_{[100]}/v_{[111]}\).

(d) Evaluate the drifts for doubly charged oxygen vacancies in cubic hafnia, with the rough values \(a=0.25\) nm, \(W=0.7\) eV, \(\nu=10^{13}\) Hz, \(T=300\) K and \(E=2\) MV/cm.

(e) Estimate how a realistic barrier shape, ion tunnelling, heating and space charge affect the comparison.

## Solution

### (a) From rates to drift

Define the reduced field

\[
u=\frac{qEa}{2kT}.
\]

For a hop along \(\pm\hat{\mathbf x}_i\), the barrier becomes \(W\mp qEan_i/2\). Dividing by \(kT\) and exponentiating gives

\[
w_i^\pm=Ge^{\pm un_i}.
\]

The ratio \(w_i^+/w_i^-=e^{qEan_i/kT}\) is the one required by local detailed balance, because \(qEan_i\) is the work done by the field on one full hop. Here \(E\) is the macroscopic field. When a lattice translation connects the two sites, the ion's surroundings are the same before and after the hop, so local polarization cannot change this work. It can change the energy at the saddle, a point taken up in part (e).

Let \(P(\mathbf r,t)\) be the probability of finding the ion at \(\mathbf r\). It obeys

\[
\frac{dP(\mathbf r)}{dt}=\sum_{\mathbf d}w_{\mathbf d}\,[P(\mathbf r-\mathbf d)-P(\mathbf r)].
\]

Multiply by \(\mathbf r\) and sum over sites. In the gain term, put \(\mathbf r=\mathbf r'+\mathbf d\):

\[
\frac{d\langle\mathbf r\rangle}{dt}
=\sum_{\mathbf d}w_{\mathbf d}\sum_{\mathbf r'}[(\mathbf r'+\mathbf d)-\mathbf r']P(\mathbf r')
=\sum_{\mathbf d}w_{\mathbf d}\mathbf d .
\]

The last step uses \(\sum_{\mathbf r'}P(\mathbf r')=1\). Component by component,

\[
v_i=a(w_i^+-w_i^-)=aG(e^{un_i}-e^{-un_i})=2aG\sinh(un_i).
\]

For [100], \(\mathbf n=(1,0,0)\) and the drift is along the field:

\[
v_{[100]}=2aG\sinh u .
\]

For [111], each \(n_i=1/\sqrt3\). The three velocity components are equal, so the drift is again parallel to the field. Its magnitude is \(\sqrt3\) times one component:

\[
v_{[111]}=2\sqrt3\,aG\sinh\!\left(\frac{u}{\sqrt3}\right).
\]

A [111] field thus drives three hop directions weakly, whereas a [100] field drives one strongly.

### (b) The order at which the directions differ

The velocity component along the field is \(v_\parallel=\mathbf n\cdot\mathbf v\). Using \(\sinh z=z+z^3/6+z^5/120+\cdots\),

\[
v_\parallel=2aG\left[u\sum_i n_i^2+\frac{u^3}{6}\sum_i n_i^4+\frac{u^5}{120}\sum_i n_i^6+\cdots\right].
\]

The linear term is isotropic because \(\sum_i n_i^2=1\). The common mobility is

\[
\mu=\lim_{E\to0}\frac{v_\parallel}{E}=2aG\,\frac{qa}{2kT}=\frac{qa^2G}{kT}.
\]

This agrees with the Einstein relation. At zero field, a hop changes \(x^2\) by \(\pm2ax+a^2\). The terms linear in \(x\) cancel between the two opposite hops, leaving \(d\langle x^2\rangle/dt=2Ga^2\). Since this equals \(2D\), the diffusion coefficient is \(D=Ga^2\) and \(\mu=qD/kT\).

In the cubic term, \(\sum_i n_i^4\) equals 1 for [100] and \(3\times(1/9)=1/3\) for [111]. Therefore

\[
v_{[100]}=2aG\left(u+\frac{u^3}{6}+\cdots\right),
\]

\[
v_{[111]}=2aG\left(u+\frac{u^3}{18}+\cdots\right).
\]

The velocities first differ at third order, where their coefficients have the ratio 3. In the field-dependent mobility \(v_\parallel/E\), the same difference appears at second order.

As a test, the master equation was propagated numerically on a finite three-dimensional lattice at \(u=0.2,0.4,0.6\) and 0.8. The extracted linear coefficient was 1.000000 for both directions; the cubic coefficients were 0.166667 for [100] and 0.055556 for [111].

**What symmetry fixes.** Consider any crystal with the full cubic point group, including mirrors perpendicular to the cube axes. The mirror \(x\to-x\) reverses \(v_x\) and \(E_x\), so \(v_x\) must be odd in \(E_x\). The other two mirrors make it even in \(E_y\) and \(E_z\). At first order this leaves \(v_x=\mu E_x\), and the threefold axes give the same \(\mu\) for \(y\) and \(z\).

No second-order term is odd in \(E_x\) and even in the other two components. At third order, exchange of \(y\) and \(z\) leaves

\[
v_x^{(3)}=c_1E_x^3+c_2E_x(E_y^2+E_z^2).
\]

Substituting \(E_y^2+E_z^2=E^2-E_x^2\) gives, for each component,

\[
v_i^{(3)}=AE_i^3+BE_iE^2,\qquad A=c_1-c_2,\quad B=c_2 .
\]

The \(B\) term is isotropic and the \(A\) term is not. Along [100] the cubic coefficient is \(A+B\); along [111] it is \(A/3+B\). Symmetry thus forbids anisotropy at first order and permits it at third, but does not fix the ratio 3. That ratio follows here because each velocity component depends on its own field component alone, so \(B=0\).

The \(A\) term can also turn the drift away from the field. For a field along [210], the drift components are in the ratio \(\sinh(2u/\sqrt5):\sinh(u/\sqrt5)\). This exceeds 2:1 at nonzero field, so the drift turns toward [100]. At the field in part (d), the angle between drift and field is 6.9°.

### (c) Extremes and limits

To compare all directions at fixed \(E\), set \(y_i=n_i^2\). Then \(\sum_i y_i=1\), and

\[
\frac{v_\parallel}{2aG}=\sum_i g(y_i),\qquad
g(y)=\sqrt y\,\sinh(u\sqrt y)=\sum_{k=0}^{\infty}\frac{u^{2k+1}y^{k+1}}{(2k+1)!}.
\]

For \(u>0\), every coefficient is positive. The \(k=0\) term is linear in \(y\) and the later terms are convex, so \(g\) is strictly convex on \(0\le y\le1\). Jensen's inequality gives the lower bound

\[
\sum_i g(y_i)\ge3g(1/3)=\sqrt3\sinh(u/\sqrt3),
\]

with equality when all \(y_i=1/3\). Convexity and \(g(0)=0\) also give \(g(y_i)\le y_ig(1)\). Summing yields the upper bound

\[
\sum_i g(y_i)\le g(1)=\sinh u,
\]

with equality when one \(y_i\) is 1 and the others vanish. Within this model, the cube axes are therefore the fastest field directions and the body diagonals the slowest, at every nonzero field.

The ratio of the extremes is

\[
R=\frac{\sinh u}{\sqrt3\sinh(u/\sqrt3)}.
\]

At small \(u\), divide numerator and denominator by \(u\):

\[
R=\frac{1+u^2/6+u^4/120+\cdots}{1+u^2/18+u^4/1080+\cdots}.
\]

The quadratic coefficient is \(1/6-1/18=1/9\). For the quartic one, use \(1/(1+\alpha+\beta)=1-\alpha-\beta+\alpha^2+\cdots\), with \(\alpha=u^2/18\) and \(\beta=u^4/1080\). It is

\[
\frac1{120}-\frac1{1080}-\frac1{6\cdot18}+\frac1{18^2}=\frac1{810},
\]

so that

\[
R=1+\frac{u^2}{9}+\frac{u^4}{810}+\cdots .
\]

At large \(u\), both hyperbolic sines become half their growing exponentials:

\[
R\to\frac{1}{\sqrt3}\exp\!\left[u\left(1-\frac1{\sqrt3}\right)\right].
\]

In this limit backward hops are negligible. The [100] field lowers the barrier of its favoured hop by \(qEa/2\), compared with \(qEa/(2\sqrt3)\) for each favoured hop under a [111] field. This formula for \(R\) assumes that the field changes the barrier only linearly. For the cosine potential of part (e), with \(W/kT=27\), it is already 16% too high when the [100] barrier shift is \(0.2W\). Breakdown of the oxide also limits the fields that can be applied.

### (d) Oxygen vacancies in cubic hafnia

In the fluorite structure, the oxygen sites form a simple cubic lattice. The midpoint between neighbouring sites is an inversion centre of the crystal, which supports the symmetric barrier. The surroundings of neighbouring sites are inverted copies of each other, so a field with all three components nonzero can shift their energies in opposite directions, starting at third order in the field. The saddles on either side of a site can also shift in opposite directions, starting at second order, when both field components perpendicular to the hop are nonzero. These small alternating shifts are neglected here. Exchanging the two sets of sites reverses all of them but leaves the drift unchanged, so they enter the drift only in pairs, at fourth order in the field or higher. Because the drift is odd in the field, their first possible contribution is at fifth order. A doubly charged vacancy carries \(q=2e\).

Since 2 MV/cm is 0.2 V/nm, the work per [100] hop is

\[
qEa=2\times0.2\times0.25\ \text{eV}=0.100\ \text{eV}.
\]

At 300 K, \(kT=0.02585\) eV, so

\[
u=\frac{0.100}{2\times0.02585}=1.934,\qquad \frac{u}{\sqrt3}=1.117 .
\]

The zero-field rate is

\[
G=10^{13}e^{-27.077}\ \text{s}^{-1}=17.4\ \text{s}^{-1}.
\]

With \(a=2.5\times10^{-8}\) cm, the mobility for both directions is

\[
\mu=\frac{2(2.5\times10^{-8})^2(17.4)}{0.02585}
=8.41\times10^{-13}\ \text{cm}^2/\text{Vs}.
\]

The charge number 2 stands in the numerator because \(kT\) in eV, divided by \(e\), is a voltage. Linear response would give \(\mu E=16.8\) nm/s in either direction. The full expressions give

\[
v_{[100]}=2(0.25)(17.4)\sinh(1.934)=29.5\ \text{nm/s},
\]

\[
v_{[111]}=2\sqrt3(0.25)(17.4)\sinh(1.117)=20.5\ \text{nm/s}.
\]

Their ratio is \(R=1.43\). Stopping at third order gives 27.3 and 20.3 nm/s, which are 7.3% and 1.1% below the respective full drifts. The series converges faster along [111] because its argument is \(u/\sqrt3\). The estimate \(1+u^2/9=1.42\) remains close to \(R\), although \(u\) is not small, because the next coefficient is only \(1/810\).

With temperature and material parameters held fixed, the field dependence is:

| \(E\) (MV/cm) | \(v_{[100]}\) (nm/s) | \(v_{[111]}\) (nm/s) | \(R\) |
|---|---|---|---|
| 0.5 | 4.37 | 4.26 | 1.03 |
| 1.0 | 9.79 | 8.86 | 1.11 |
| 2.0 | 29.5 | 20.5 | 1.43 |
| 4.0 | 208 | 69.5 | 2.99 |

The anisotropy reaches 10% at \(u=0.944\), or 0.98 MV/cm. Taking 5 MV/cm as a rough breakdown field, the main example lies at 40% of breakdown and the last row at 80%.

The ratio is more trustworthy than the speeds. An error of 0.1 eV in \(W\) changes both speeds by \(e^{0.1/0.02585}\), a factor of nearly 50, but cancels from \(R\) in the hopping model.

### (e) What the simple model leaves out

**Barrier shape.** With the alternating shifts of site and saddle energies from part (d) neglected, inversion about the midpoint and detailed balance fix the forward/backward ratio, but allow both rates a common factor that is even in the field and equals 1 at zero field. Local polarization at the saddle, or a change in the shape of the barrier, can supply it. Such a factor leaves \(\mu\) unchanged and can alter the cubic term. A separable cosine potential provides a specific case. Along one axis, with \(F=qE_i\),

\[
U(x)=-\frac W2\cos\frac{2\pi x}{a}-Fx .
\]

Setting \(dU/dx=0\) gives

\[
\sin\frac{2\pi x}{a}=\gamma,\qquad \gamma=\frac{Fa}{\pi W}.
\]

The well is at phase \(\arcsin\gamma\) and the forward saddle at \(\pi-\arcsin\gamma\). Subtracting their energies gives the forward barrier

\[
W\sqrt{1-\gamma^2}-\frac{Fa}{2\pi}(\pi-2\arcsin\gamma)
=W\left(\sqrt{1-\gamma^2}+\gamma\arcsin\gamma\right)-\frac{Fa}{2}.
\]

The backward barrier has \(+Fa/2\). The bracket expands as \(1+\gamma^2/2+\cdots\), so the mean barrier rises by about \(W\gamma^2/2\). In overdamped motion over a high barrier, the rate prefactor is proportional to the geometric mean of the well and saddle curvatures, hence to \(\sqrt{1-\gamma^2}\approx1-\gamma^2/2\).

Write \(b=W/kT\) and \(u_i=un_i\), so that \(\gamma=2u_i/(\pi b)\). The two corrections multiply the hopping drift by

\[
1-\frac{b\gamma^2}{2}-\frac{\gamma^2}{2}
=1-\frac{2u_i^2}{\pi^2b}-\frac{2u_i^2}{\pi^2b^2}.
\]

The coefficient \(1/6\) is thus replaced by

\[
\frac16-\frac{2}{\pi^2b}-\frac{2}{\pi^2b^2}.
\]

For \(b=27.08\) this is 0.1589. The axes remain independent, so the [111] coefficient is still one third of the [100] coefficient.

This high-barrier result can be compared with the full overdamped drift. Let \(D_0\) be the diffusion coefficient without the periodic potential, and \(p\) the steady density. The flux is

\[
J=-D_0e^{-U/kT}\frac{d}{dx}\left(e^{U/kT}p\right).
\]

Multiply by \(e^{U/kT}/D_0\) and integrate from \(x\) to \(x+a\). Since \(p\) is periodic and \(U(x+a)=U(x)-Fa\),

\[
\frac{J}{D_0}\int_x^{x+a}e^{U(y)/kT}dy
=e^{U(x)/kT}p(x)\left(1-e^{-Fa/kT}\right).
\]

Solving for \(p\), normalizing it over one period and using \(v=Ja\) gives

\[
v=\frac{D_0a(1-e^{-Fa/kT})}
{\int_0^a dx\,e^{-U(x)/kT}\int_x^{x+a}dy\,e^{U(y)/kT}} .
\]

Quadrature of this expression for the example gives drifts of 1.701 and 1.209 times their linear values for [100] and [111]. Simple hopping gives 1.751 and 1.221. The corrections are \(-2.9\%\) and \(-1.0\%\), relative to the hopping drifts, and lower \(R\) from 1.43 to 1.41. At 4 MV/cm they grow to \(-11\%\) and \(-3.8\%\), and \(R\) falls from 2.99 to 2.77. The [100] cubic coefficient from quadrature is also 0.1589. A nonseparable potential could change the ratio of cubic coefficients, as the symmetry result in part (b) allows.

**Ion tunnelling.** For tunnelling through the top of the barrier, Wigner's leading correction factor is \(1+(h\nu_b/kT)^2/24\), where \(\nu_b\) is the frequency associated with the saddle curvature. Taking \(\nu_b=\nu\) raises the rates by about 11%. This is a rough estimate, mainly because \(\nu_b\) is uncertain: for an oxygen ion in the cosine potential above, \(\nu_b=5.8\times10^{12}\) Hz and the increase is only 3.6%. The factor also leaves out the quantization of vibrations in the well and at the saddle, which can change the rates by a similar amount. If the field dependence of \(\nu_b\) is neglected, the factor is common to both directions and cancels from \(R\).

**Temperature.** At fixed field, heating by 1 K raises \(v_{[100]}\) by 8.7%. Heating the [111] case by 4.3 K makes its drift equal to that of the [100] case at 300 K. An experimental comparison therefore needs temperatures matched to well within a few kelvin. At 358 K and the same field, the drifts are about 1700 and 1310 nm/s. Their ratio falls to 1.30 because \(u\) is proportional to \(1/T\).

**Space charge.** For a uniform vacancy density \(N\), film thickness \(L\) and relative permittivity \(\varepsilon_r\), Gauss's law gives a field change across the film of

\[
\Delta E=\frac{qNL}{\varepsilon_0\varepsilon_r}.
\]

With \(N=10^{19}\) cm\(^{-3}\), \(L=5\) nm and \(\varepsilon_r=20\), and no compensating charge, \(\Delta E=0.90\) MV/cm. If the mean field stays at 2 MV/cm, the local [100] drift differs by a factor of 2.5 between the two faces. This exceeds the orientation effect. The permittivity is a rough value: with \(\varepsilon_r=29\), \(\Delta E\) would be 0.62 MV/cm and the factor 1.9. Keeping this averaged \(\Delta E\) to 1% of the applied field requires \(N\) no greater than about \(2.2\times10^{17}\) cm\(^{-3}\) in the same film. That does not make the local field uniform. The mean vacancy spacing is 4.6 nm at \(10^{19}\) cm\(^{-3}\) and 17 nm at the lower density, comparable to or larger than the film thickness, so the smooth density is only a lateral average. Between metal electrodes, each vacancy is also attracted by its own image charges, whatever \(N\) is. In a continuum estimate with \(\varepsilon_r=20\), this acts 1 nm from an electrode like a field equal to 17% of the applied one, and the local [100] drift differs by a factor of 2.0 between points 1 nm from the two faces. Site blocking is much less important: even at \(10^{19}\) cm\(^{-3}\), the fraction of occupied sites is \(1.6\times10^{-4}\).

**Relation to real films.** The example describes an oriented cubic crystal, whereas a hafnia film can also be monoclinic, polycrystalline or amorphous. Pure bulk hafnia is monoclinic at 300 K; the cubic phase must be stabilized, often by dopants, which can also trap vacancies. Suppose a film consists of randomly oriented cubic grains, all under the same field and without grain-boundary effects. The average of \(n_i^4\) over directions is \(1/5\), so \(\sum_i n_i^4\) averages to \(3/5\). The cubic coefficient becomes \(1/10\), between the [100] and [111] values, and the film has no preferred direction.

The isothermal speeds are also far too low for fast switching: crossing 5 nm at 29.5 nm/s takes about 0.17 s, while filamentary memories can switch in less than a microsecond. The 300 K example is therefore a comparison of directions, not a prediction of switching time. Strong local heating, omitted here, would shorten the transit and, at fixed field, reduce the anisotropy.

## Values computed for the example and the checks

```
INPUTS (rough typical values, cubic hafnia)
ion charge: 2 e; hop length: 0.25 nm; barrier: 0.7 eV
attempt frequency: 1e+13 Hz; temperature: 300 K
field: 2.0 MV/cm
COEFFICIENTS of drift/(2aG), from the master equation
field along (1, 0, 0): linear 1.000000, cubic 0.166667
field along (1, 1, 0): linear 1.000000, cubic 0.083333
field along (1, 1, 1): linear 1.000000, cubic 0.055556
field along (2, 1, 0): linear 1.000000, cubic 0.113333
zero-field diffusion coefficient/(a^2 G): 1.000000
EXAMPLE
kT: 0.02585 eV; W/kT: 27.077
energy drop per [100] hop qEa: 0.1000 eV
reduced field u: 1.9341; u/sqrt(3): 1.1166
zero-field rate per hop direction G: 17.399 1/s
linear mobility, both directions: 8.413e-13 cm^2/Vs
linear drift, both directions: 16.825 nm/s
full drift [100]: 29.461 nm/s
full drift [111]: 20.546 nm/s
ratio [100]/[111]: 1.4339; 1+u^2/9: 1.4156
drift to third order [100]: 27.315 nm/s
drift to third order [111]: 20.322 nm/s
third-order error [100]: -7.28 %
third-order error [111]: -1.09 %
angle between drift and field, field along [210]: 6.89 deg
10 % anisotropy: u = 0.9440, field = 0.976 MV/cm
FIELD TABLE: MV/cm, v[100] nm/s, v[111] nm/s, ratio
0.5  4.372  4.261  1.0260
1.0  9.787  8.857  1.1050
2.0  29.461  20.546  1.4339
4.0  208.063  69.487  2.9942
NEGLECTED EFFECTS
drift/linear drift [100]: hopping 1.7510, cosine 1.7007
drift/linear drift [111]: hopping 1.2212, cosine 1.2094
barrier-shape change [100]: -2.87 %
barrier-shape change [111]: -0.97 %
ratio [100]/[111], cosine potential: 1.4063
cubic coefficients, cosine: 0.15888 and 0.05296
ion tunnelling, Wigner estimate: +10.7 % on all rates
drift change for 1 K of heating [100]: 8.68 %
heating that lifts v[111] to the cold v[100]: 4.27 K
at 358 K: v[100] 1698.9 nm/s, v[111] 1306.2 nm/s
at 358 K: ratio 1.3007
space charge inputs: 1e+19 cm^-3, 5.0 nm, eps_r 20.0
uncompensated space charge, field change: 0.905 MV/cm
resulting v[100] ratio between film faces: 2.50
density for a 1 % field change: 2.21e+17 cm^-3
site occupancy (blocking): 1.56e-04
field/rough breakdown field of 5.0 MV/cm: 0.40
```
